\section*{The Complete Polarization Jump in the Slater Model of KDP}

Take a crystal of potassium dihydrogen phosphate (KDP) that is fully polarized along its polar axis, and ask how it can be disturbed. Each phosphate group is a vertex joined to its neighbours by two lower and two upper bonds. A proton on a bond sits near one end or the other, and an arrow $\sigma=\pm1$ records which: it is up when the proton is near the higher of the two groups, and down when it is near the lower. The arrow is a label, not the dipole of the bond. The bonds of KDP lie nearly at right angles to the polar axis, and the dipole along the axis belongs to the whole unit, whose ions shift with the protons. In the fully polarized crystal every arrow is up. The ice rule demands two protons near each vertex. The nearby protons are those of lower bonds with up arrows and of upper bonds with down arrows, so the rule says that the number of up arrows below a vertex equals the number above it.

A single arrow therefore cannot be reversed alone. If one lower arrow of a vertex is turned down, one upper arrow must turn down too; that bond is a lower bond of the next vertex, and the reversal runs on as a line through the crystal. Every vertex on the line has one up and one down arrow below, and the same above. It has no dipole along the polar axis, though it may have one across it. We call it nonpolar in this sense, and in Slater's model it costs an energy $\epsilon>0$ relative to the all-up and all-down vertices. At each vertex the line can leave by either of two upper bonds. A line through $L$ vertices thus has energy $L\epsilon$ and about $2^L$ possible paths, and its free energy is
\begin{equation}
F_{\rm line}=L\,(\epsilon-kT\ln 2).
\end{equation}
The choice of starting point adds a term that is negligible beside $L$ in a large crystal. The line is suppressed when $kT<\epsilon/\ln2$ and favoured when $kT>\epsilon/\ln2$. This identifies a temperature, but not what happens when lines become dense and meet. For that we need the free energy at every polarization.

The six allowed vertices are all-up, all-down and four nonpolar states. Let their probabilities be $a$, $b$ and, for the four together, $w$. We assume a homogeneous state in which all bonds have the same arrow statistics. The polarization $P$, measured in units of its saturated value, is the mean arrow. Then
\begin{equation}
a+b+w=1,\qquad P=a-b,
\end{equation}
and a bond is up or down with probability
\begin{equation}
x=a+\frac w2=\frac{1+P}2,\qquad y=b+\frac w2=\frac{1-P}2 .
\end{equation}
Label a nonpolar state by which lower and which upper arrow is up, with probability $q_{ij}$. Equal statistics on the bonds require each row and column of $q$ to sum to $w/2$. Hence $q_{11}=q_{22}=q$ and $q_{12}=q_{21}=w/2-q$. The energy does not depend on $q$, and the entropy is greatest at $q=w/4$, so each nonpolar state has probability $w/4$.

Now count configurations of $N$ vertices, which share $2N$ bonds. Choosing vertex states independently, with the given fractions, gives $e^{NS_v}$ choices, where
\begin{equation}
S_v=-a\ln a-b\ln b-w\ln\frac w4 .
\end{equation}
Each bond has then been described twice, once from either end, and the descriptions must agree. The Bethe approximation treats the two lists of $2N$ arrows as randomly matched, apart from their common fraction $x$ of up arrows. The probability that they agree everywhere is one over the number of such lists, or $e^{-2NS_b}$ with $S_b=-x\ln x-y\ln y$. Correlations carried around closed rings of bonds are thereby neglected. The entropy per vertex is $k(S_v-2S_b)$, and the free energy per vertex, $f$, obeys
\begin{equation}
\frac f{kT}=\frac{w\epsilon}{kT}+a\ln a+b\ln b+w\ln\frac w4-2(x\ln x+y\ln y).
\label{free}
\end{equation}

At fixed $P$ the one free variable is $w$. Since $a=(1-w+P)/2$ and $b=(1-w-P)/2$, both decrease at rate $1/2$ as $w$ grows, while $x$ and $y$ stay fixed. Therefore
\begin{align}
\frac{\partial}{\partial w}\frac f{kT}
&=\frac\epsilon{kT}-\frac{\ln a+1}2-\frac{\ln b+1}2+\ln\frac w4+1\nonumber\\
&=\frac\epsilon{kT}+\ln\frac{w}{4\sqrt{ab}} .
\end{align}
The second derivative, $1/(4a)+1/(4b)+1/w$, is positive, and the first runs from $-\infty$ to $+\infty$ across the allowed range of $w$. There is thus one minimum, at
\begin{equation}
w=4\eta\sqrt{ab},\qquad \eta=e^{-\epsilon/kT}.
\label{wmin}
\end{equation}

It is convenient to set $t=\sqrt{a/b}$. Then $a=t^2b$ and $w=4\eta tb$, and normalization gives $b(t^2+1+4\eta t)=1$. With $D=t+1/t+4\eta$ this becomes
\begin{equation}
a=\frac tD,\quad b=\frac1{tD},\quad w=\frac{4\eta}D,\quad P=\frac{t-1/t}{D}.
\label{param}
\end{equation}
Differentiation of the last expression gives
\begin{align}
\frac{dP}{dt}&=\frac{(1+t^{-2})(t+t^{-1}+4\eta)-(t-t^{-1})(1-t^{-2})}{D^2}\nonumber\\
&=\frac{4t^{-1}+4\eta(1+t^{-2})}{D^2}>0 ,
\end{align}
so the range $1\le t<\infty$ covers $0\le P<1$ once. Negative $P$ follows by reversing all arrows.

The slope of the minimized free energy needs no derivative of $w$, because $\partial f/\partial w=0$ at the minimum. At fixed $w$, the derivatives of $a,b,x,y$ with respect to $P$ are $\tfrac12,-\tfrac12,\tfrac12,-\tfrac12$, and the constants from differentiating the logarithms cancel in pairs:
\begin{equation}
\frac{d}{dP}\frac f{kT}=\frac12\ln\frac ab-\ln\frac xy=\ln t-\ln\frac xy .
\end{equation}
From (\ref{param}), $x=(t+2\eta)/D$ and $y=(1+2\eta t)/(tD)$. Substitution gives
\begin{equation}
\frac{d}{dP}\frac f{kT}=\ln\frac{1+2\eta t}{t+2\eta}.
\label{slope}
\end{equation}
The numerator minus the denominator is
\begin{equation}
1+2\eta t-t-2\eta=(2\eta-1)(t-1).
\end{equation}
For all $0<P<1$, where $t>1$, the slope has the sign of $2\eta-1$. If $\eta>1/2$, the free energy rises from $P=0$ and equilibrium is unpolarized. If $\eta<1/2$, it falls all the way to $P=1$ and equilibrium is saturated, with $P=-1$ equally good. The change occurs at
\begin{equation}
e^{-\epsilon/kT_c}=\frac12,\qquad\boxed{kT_c=\frac{\epsilon}{\ln2}} .
\end{equation}
The result needs $\epsilon>0$: for $\epsilon\le0$ we have $\eta\ge1$, and $P=0$ at every positive temperature.

At $T_c$ the slope vanishes for every $P$, so the landscape is flat. Equation (\ref{param}) with $\eta=1/2$ gives $D=(t+1)^2/t$, and hence $a=x^2$, $b=y^2$, $w=2xy$. Inserting these in (\ref{free}), with $\epsilon/kT_c=\ln2$ and $w/4=xy/2$, we find
\begin{align}
\frac f{kT_c}&=2xy\ln2+2x^2\ln x+2y^2\ln y\nonumber\\
&\quad+2xy(\ln x+\ln y-\ln2)-2x\ln x-2y\ln y\nonumber\\
&=2(x+y-1)(x\ln x+y\ln y)=0 .
\end{align}
In the language of lines, the energy of the nonpolar vertices is balanced by the entropy of the paths at any density of lines, within this approximation.

The flatness qualifies the name ``first-order transition''. The jump is complete, but no barrier separates the phases. Near $T_c$, where $2\eta-1$ is small, (\ref{slope}) is approximately $(2\eta-1)(t-1)/(t+1)$, and at leading order $P=(t-1)/(t+1)$. Integrating from $P$ to 1, where $f=0$, gives
\begin{equation}
\frac f{kT}\simeq-\frac{2\eta-1}{2}(1-P^2).
\end{equation}
Below $T_c$ the unpolarized state is a maximum, not a metastable minimum; above $T_c$ the saturated state is likewise unprotected. The model has a latent heat, but its landscape has no metastable state that would produce thermal hysteresis. The landscape says nothing about rates: while the ice rule is strictly obeyed, the saturated crystal can change only by whole lines. Direct minimization of (\ref{free}) at $0.95\,T_c$ gives $f/kT=0.0181$, $0.0136$ and $0$ at $P=0$, $0.5$ and $1$. At $1.05\,T_c$ the values are $-0.0166$, $-0.0125$ and $0$. The middle values are close to three quarters of the first, as $1-P^2$ requires.

The unpolarized branch can be written in closed form. At $t=1$, $a=b=1/(2+4\eta)$ and $w/4=\eta a$, so $\ln(w/4)=\ln a-\epsilon/kT$. The energy term in (\ref{free}) cancels and
\begin{equation}
\frac{f(0)}{kT}=(2a+w)\ln a+2\ln2=-\ln\!\left(\frac12+\eta\right).
\label{f0}
\end{equation}
At high temperature $\eta\to1$, and the entropy per vertex tends to $k\ln(3/2)$, the ice-rule value in this approximation. The nonpolar fraction is $w=2\eta/(1+2\eta)$. It tends to $2/3$, four states out of six, at high temperature, and equals $1/2$ on reaching $T_c$ from above. Below $T_c$ it is zero. The latent heat and entropy jump per vertex are therefore
\begin{equation}
\Delta u=\frac\epsilon2,\qquad \Delta s=\frac{\epsilon}{2T_c}=\frac k2\ln2 .
\end{equation}

A field $E$ along the polar axis adds $-\mu EP$ to $f$, where $\mu$ is the dipole per vertex at saturation. With $h=\mu E/kT$, equilibrium at $T>T_c$ requires the slope (\ref{slope}) to equal $h$, so $e^h(t+2\eta)=1+2\eta t$ and
\begin{equation}
t=\frac{2\eta e^h-1}{2\eta-e^h}.
\end{equation}
Here $t$, and with it $P$, reaches its limit when $e^h=2\eta$. Since $\epsilon=kT_c\ln2$, saturation sets in at the finite field
\begin{equation}
\mu E_s=kT\ln2-\epsilon=k\ln2\,(T-T_c).
\label{Es}
\end{equation}
The opening picture gives the same field. A reversed line changes the dipole along the axis of each vertex it crosses from $\mu$ to zero, which costs an extra $\mu E$, so the line disappears when $\epsilon+\mu E>kT\ln2$.

For a weak field put $t=1+\tau$. To first order, (\ref{slope}) becomes $(2\eta-1)\tau/(1+2\eta)$ and (\ref{param}) gives $P=\tau/(1+2\eta)$, so $P=h/(2\eta-1)$. With a volume $V$ per vertex, the susceptibility is
\begin{equation}
\chi=\frac{\mu P}{\varepsilon_0VE}=\frac{\mu^2}{\varepsilon_0VkT(2\eta-1)}\simeq\frac{C}{T-T_c},\quad C=\frac{\mu^2}{\varepsilon_0Vk\ln2}.
\end{equation}
The last form uses $2\eta=\exp[\ln2\,(1-T_c/T)]$, so that $2\eta-1\simeq\ln2\,(T-T_c)/T$ near $T_c$. The divergence falls at the transition itself, in keeping with the missing barrier.

For an example in the regime of KDP take the round values $\epsilon=7.5$ meV, a saturated polarization of $5\ \mu{\rm C/cm^2}$ and $V=0.1\ {\rm nm^3}$. Then $\epsilon/k=87.03$ K and
\begin{equation}
T_c=\frac{87.03\ {\rm K}}{0.6931}=125.6\ {\rm K}.
\end{equation}
The latent heat is $3.75$ meV per vertex and the entropy jump $2.88$ J/(mol K). The dipole is $\mu=(0.05\ {\rm C/m^2})(10^{-28}\ {\rm m^3})=5\times10^{-30}$ C m, or $0.0312\,e$ nm, which gives $C=2950$ K. Ten kelvin above $T_c$ the full expression gives $\chi=288$, while $C/(10\ {\rm K})$ gives 295. The saturation field there is $0.19$ MV/cm, and at $0.10$ MV/cm the polarization is $0.51$ of saturation. These are results of the model; whether a real crystal withstands such fields without breakdown is not examined.

The most direct threat to a complete jump is a breach of the ice rule. Let a vertex with one or three nearby protons cost $W$, and put $\delta=e^{-W/kT}$. On a branching tree without rings, let $r$ be the ratio of the statistical weights for up and down on a bond, as supplied by the part of the tree on one side of it. Summing over the other three arrows of a vertex gives the ratio passed to the fourth:
\begin{equation}
r'=\frac{r^3+2\eta r+\delta(3r^2+1)}{1+2\eta r^2+\delta(3r+r^3)} .
\end{equation}
Setting $r'=r$ and clearing the denominator, the terms $3\delta r^2$ cancel, leaving
\begin{equation}
(r^2-1)\left[\delta(r^2+1)-(1-2\eta)r\right]=0 .
\end{equation}
Besides $r=1$ there is a polarized solution,
\begin{equation}
\frac12\left(r+\frac1r\right)=\frac{1-2\eta}{2\delta}\equiv c,\qquad P=\frac{r^2-1}{r^2+1}=\sqrt{1-\frac1{c^2}} .
\end{equation}
The expression for $P$ holds because a bond receives a factor $r$ from each side. The polarized solution exists for $c>1$. At $r=1$ one finds $d\ln r'/d\ln r=(3-2\eta)/(1+2\eta+4\delta)$, which exceeds one under the same condition, so the unpolarized state is then unstable. The onset is at $\eta+\delta=1/2$, and $P$ grows from zero: any finite $W$ replaces the jump by a continuous rise in this approximation. For $\delta=0$ the recursion gives $r'>r$ for every $r>1$ when $2\eta<1$, and $r'<r$ when $2\eta>1$, which recovers the jump.

With a chosen $W=55$ meV, $\delta=0.0062$ at the original $T_c$. The onset moves down by 2 K to 123.5 K, $P$ reaches 0.9 at 121.3 K, and it is 0.992 at 115 K. The rise is steep, but it is not a jump. The response to a field is softened too. We give a charged vertex the dipole $\pm\mu/2$ of its mean arrow; taking $0$ or $\pm\mu$ instead changes $\chi$ below by about 2\%. At 135.6 K, the temperature of the field example, $\chi$ falls from 288 to 216, and at the field $E_s$ of (\ref{Es}) the polarization is 0.68 instead of 1. Sharp saturation at a finite field thus belongs to the strict ice rule. Vertices with zero or four nearby protons, if they cost $4W$, have weight $1.5\times10^{-9}$ and do not matter here.

Proton tunnelling can be sized by a term that reverses each arrow with amplitude $\Omega$. In second order a bond flip creates two charged vertices. From a uniform polar state this costs $2W$; from a uniform nonpolar state it costs $2W-2\epsilon$. With two bonds per vertex, the energy shifts are $-\Omega^2/W$ and $-\Omega^2/(W-\epsilon)$, so their difference changes the vertex energy to
\begin{equation}
\epsilon'=\epsilon\left[1-\frac{\Omega^2}{W(W-\epsilon)}\right].
\end{equation}
For $\Omega=10$ meV the correction is $100/(55\times47.5)=3.8\%$. It lowers $\epsilon$ to 7.21 meV and $T_c$ to 120.8 K. This is an estimate from two uniform states, not a quantum theory of the transition.

Long-range forces are a more serious matter. If they add $-JP^2/2$ per vertex and the ice rule is strict, equating the free energies of $P=0$ and $P=1$ with the help of (\ref{f0}) gives
\begin{equation}
kT\ln\left(\frac12+\eta\right)=\frac J2 .
\end{equation}
A coupling as small as $J=0.1$ meV raises the transition to 127.2 K. The bare Lorentz value for point dipoles on a cubic lattice, $J=\mu^2/(3\varepsilon_0V)=58.7$ meV, would put it at 982 K. For both values, minimization over all $P$ at temperatures $0.5\%$ below and above the stated one gave $P>0.9999$ and $P<10^{-4}$, so intermediate polarizations do not intervene there. At 982 K, however, $kT$ exceeds the 55 meV chosen above for $W$, and the ice rule fails; with that $W$ the Lorentz coupling gives a continuous onset near 630 K. The Lorentz value is not a prediction for KDP, whose lattice is not cubic and whose dipoles are not points. Its size is a warning that the $\epsilon$ of the example, fitted to the transition with $J=0$, may absorb part of the long-range forces and should not be read as the energy of an isolated phosphate group. Such fitting has a limit: under the strict ice rule, the condition above shows that a transition at 125.6 K with $\epsilon>0$ requires $J<2kT\ln(3/2)=8.8$ meV.

Real KDP orders near 120 K, with a saturated polarization of roughly $5\ \mu{\rm C/cm^2}$ and a Curie constant of roughly 3000 K. The agreement in $T_c$ reflects the choice of $\epsilon$; that in $C$ is less trivial, though it rests on the chosen dipole and volume, on the strict ice rule and on leaving out long-range coupling. The real polarization jumps to a value well below saturation and then rises over several kelvin. Broken ice rules give a continuous rise, while long-range coupling within a limited range of strengths can restore a jump, so the real behaviour may reflect both. With $\epsilon=7.5$ meV and $W=55$ meV, minimization over $P$ gives a continuous onset for $J=3$ meV and a jump to $P\approx0.39$ for $J=10$ meV, near 238 K. At $J=30$ meV, where the transition is hotter and the ice rule weaker, the onset is continuous again. A partial jump is thus possible in the model, but these values are not fitted to KDP. Replacing hydrogen by deuterium raises the transition by roughly 100 K. Removing the tunnelling correction above, with the other parameters held fixed, would raise it by only about 3 to 5 K in the cases considered here, so this estimate does not explain the isotope effect.

Another approximation is the neglect of rings. It can be examined on a square lattice with its polar axis along a diagonal, wrapped into a strip eight vertices wide. The number of up arrows crossing a row is conserved from row to row, so the transfer matrix splits into nine sectors, each with its own mean arrow $P$ on the bonds that cross the rows. At $\eta=1/2$ the largest eigenvalue of every sector is $1.00390625$, which is $1+2^{-8}$, with a spread below $10^{-9}$. The degeneracy in $P$ thus survives the rings of this strip, at the same temperature. Above $T_c$ the two calculations differ: at $1.2\,T_c$ the logarithm of the partition function per vertex is 0.0677 for the strip and 0.0594 in the Bethe approximation, a difference that combines the effects of rings and of finite width. The exact solution for the infinite square lattice gives 0.0634, so about half of the difference comes from the finite width and half from the rings.

\section*{Computed results}
\begin{verbatim}
eps = 7.50 meV
eps/k = 87.03 K
Tc = eps/(k ln 2) = 125.56 K
kTc = 10.820 meV
T/Tc=0.95: f/kT at P=0: 0.01807, P=0.5: 0.01359, P=1: 0.00000
T/Tc=1.00: f/kT at P=0: -0.00000, P=0.5: -0.00000, P=1: 0.00000
T/Tc=1.05: f/kT at P=0: -0.01664, P=0.5: -0.01245, P=1: 0.00000
tree: P at 0.95 Tc = 1.000000
tree: |P| at 1.05 Tc = 0.000000
nonpolar fraction at Tc, P=0: 0.5000
latent heat = 3.750 meV per vertex
entropy jump = 2.882 J/(mol K)
saturated polarization = 5.0 uC/cm2
volume per vertex = 0.100 nm3
dipole per vertex = 0.03121 e nm
Curie constant = 2950 K
field example temperature = 135.56 K
susceptibility there = 287.6 (dimensionless)
saturation field there = 0.1914 MV/cm
P at 0.10 MV/cm there = 0.5128
strip width = 8 vertices
strip: sector eigenvalue at Tc = 1.00390625
strip: spread over sectors at Tc < 1e-9: True
ln Z per vertex at 1.2 Tc, strip = 0.06767
ln Z per vertex at 1.2 Tc, Bethe = 0.05943
charged-vertex energy W = 55.0 meV
charged-vertex weight at Tc = 0.00620
doubly charged weight (4W) at Tc = 1.48e-09
onset with charged vertices = 123.52 K
P reaches 0.9 at 121.34 K
P at 115 K with charged vertices = 0.99202
tunnelling amplitude = 10.0 meV
eps with tunnelling = 7.213 meV
Tc with tunnelling = 120.76 K
small long-range J = 0.10 meV
Tc with small J = 127.23 K
bare Lorentz J = 58.7 meV
Tc with bare Lorentz J = 982 K
\end{verbatim}
